# Offset-Γ integration of the Coulomb singularity in GW calculations: test program

```python
"""Offset-Gamma integration of a 1/q^2 singularity over the Brillouin zone.

Result under test: on an n*n*n mesh of a simple cubic crystal, q=0 is replaced
by six points (+-Q along the axes), each with weight 1/(6 n^3). Q makes the sum
of F(q)=sum_G exp(-alpha |q+G|^2)/|q+G|^2 equal to its exact zone integral.
Then Q^2 -> 4 pi/(V |v_M|), with V the supercell volume and v_M its Madelung
potential, and the exchange error of an insulator falls as L^-5, L=n*a.
For orthorhombic cells the axis weights D_a/(2 n^3) cancel the anisotropic
quadratic finite-size term.

Lengths are in angstrom and energies in eV. E2 is the squared charge in
eV angstrom. p=q+G is an unfolded wave vector. The exchange model has two
orbitals per cell, with Gaussian densities and no differential overlap.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import erf, erfc

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
E2 = HARTREE * BOHR
A = 4.0
OMEGA = A**3
ALPHA = 1.0
WIDTH = 0.8
S2 = WIDTH**2
ONSITE = 4.0
HOP = 0.25
EPS = 4.0
KAPPA = 2.0
B = 2 * np.pi / A
GRID_G = B * np.arange(-5, 6)
SIZES = (4, 8, 12, 24)


def periodized(summand, qx, qy, qz, skip_zero=False):
    """Sum an unfolded function over reciprocal lattice vectors."""
    total = 0.0
    for gx, gy, gz in itertools.product(GRID_G, repeat=3):
        if skip_zero and gx == 0 and gy == 0 and gz == 0:
            continue
        total = total + summand(qx + gx, qy + gy, qz + gz)
    return total


def regular_sum(summand, n):
    """Sum over all mesh points except q=0."""
    q = B * (np.arange(n) - n // 2) / n
    with np.errstate(divide="ignore", invalid="ignore"):
        values = periodized(summand, q[:, None, None],
                            q[None, :, None], q[None, None, :])
    values[n // 2, n // 2, n // 2] = 0.0
    return values.sum()


def star_mean(summand, radius):
    """Mean over the six offset points."""
    points = radius * np.vstack([np.eye(3), -np.eye(3)])
    return np.mean(periodized(summand, *points.T))


def auxiliary(alpha):
    def summand(px, py, pz):
        p2 = px * px + py * py + pz * pz
        return np.exp(-alpha * p2) / p2
    return summand


def mean_auxiliary(alpha):
    return OMEGA / (4 * np.pi**1.5 * np.sqrt(alpha))


def offset_radius(n, alpha):
    function = auxiliary(alpha)
    target = n**3 * mean_auxiliary(alpha) - regular_sum(function, n)
    return brentq(lambda x: periodized(function, x, 0.0, 0.0) - target,
                  0.1 * B / n, 0.8 * B / n, xtol=1e-14, rtol=1e-13)


def order(error_1, error_2, ratio):
    """Power with which an error falls when the size grows by ratio."""
    return np.log(abs(error_1 / error_2)) / np.log(ratio)


# Exact zone mean of F, checked by quadrature over six equal pyramids.
x, w = np.polynomial.legendre.leggauss(20)
z, wz = (x + 1) * B / 4, w * B / 4
Z, U, T = np.meshgrid(z, x, x, indexing="ij")
weights = wz[:, None, None] * w[None, :, None] * w[None, None, :]
quadrature = 6 * np.sum(weights * Z**2 * periodized(
    auxiliary(ALPHA), Z * U, Z * T, Z)) / B**3
assert abs(quadrature / mean_auxiliary(ALPHA) - 1) < 1e-10


# Periodic Coulomb potential with the central 1/r removed, unit charge.
def ewald_remainder(lengths, r, eta=2.0):
    lengths, r = np.array(lengths), np.array(r, dtype=float)
    volume = np.prod(lengths)
    m = np.array(list(itertools.product(range(-8, 9), repeat=3)))
    K = 2 * np.pi * m[np.any(m != 0, axis=1)] / lengths
    k2 = np.sum(K**2, axis=1)
    recip = 4 * np.pi / volume * np.sum(
        np.exp(-k2 / (4 * eta**2)) * np.cos(K @ r) / k2)
    m = np.array(list(itertools.product(range(-4, 5), repeat=3)))
    R = m[np.any(m != 0, axis=1)] * lengths
    distance = np.linalg.norm(R - r, axis=1)
    real = np.sum(erfc(eta * distance) / distance)
    d = np.linalg.norm(r)
    own = -erf(eta * d) / d if d > 0 else -2 * eta / np.sqrt(np.pi)
    return recip + real + own - np.pi / (eta**2 * volume)


# Madelung number from neutral cubes, corrected to zero mean potential.
madelung = ewald_remainder((1, 1, 1), (0, 0, 0))
M = 40
c = np.arange(-M, M + 1)
r2 = (c[:, None, None]**2 + c[None, :, None]**2
      + c[None, None, :]**2).astype(float)
r2[M, M, M] = np.inf
cube = 0.75 * np.sum(w[:, None] * w[None, :]
                     / np.sqrt(1 + x[:, None]**2 + x[None, :]**2))
direct = np.sum(1 / np.sqrt(r2)) - (2 * M + 1)**2 * cube - np.pi / 6
assert abs(direct - madelung) < 1e-4


# Offset radii, their Madelung limit and their dependence on alpha.
radius = {n: offset_radius(n, ALPHA) for n in SIZES}
limit = {n: np.sqrt(4 * np.pi / abs(madelung)) / (n * A) for n in SIZES}
deviation = {n: radius[n] / limit[n] - 1 for n in SIZES}
radius_order = order(deviation[12], deviation[24], 2)
assert abs(deviation[24]) < 1e-4
assert abs(radius_order - 4) < 0.3
radius_half_alpha = offset_radius(8, 0.5 * ALPHA)
assert abs(radius_half_alpha / radius[8] - 1) < 1e-3


# Axis weights and effective interaction in tetragonal supercells.
def axis_weights(lengths, alpha=0.01):
    lengths = np.array(lengths)
    volume = np.prod(lengths)
    m = np.array(list(itertools.product(range(-22, 23), repeat=3)))
    K = 2 * np.pi * m[np.any(m != 0, axis=1)] / lengths
    k2 = np.sum(K**2, axis=1)
    damp = np.exp(-alpha * k2) / k2
    D = (volume / (2 * np.pi)**3 * (np.pi / alpha)**1.5 / 3
         - np.sum(damp[:, None] * K**2, axis=0))
    inverse_q2 = (volume / (4 * np.pi**1.5 * np.sqrt(alpha))
                  - np.sum(damp) + alpha)
    return D, 1 / np.sqrt(inverse_q2)


def interaction_error(lengths, D, Q, r):
    star = np.sum(D * np.cos(Q * np.array(r))) / Q**2
    return ewald_remainder(lengths, r) + 4 * np.pi / np.prod(lengths) * star


tetragonal = {}
for ratio in (1.0, 1.2, 2.0):
    cell = (1.0, 1.0, ratio)
    D, Q = axis_weights(cell)
    assert abs(D.sum() - 1) < 1e-7
    powers = []
    for axis in (0, 2):
        e = np.eye(3)[axis]
        powers.append(-order(interaction_error(cell, D, Q, 0.05 * e),
                             interaction_error(cell, D, Q, 0.10 * e), 2))
    assert max(abs(np.array(powers) - 4)) < 0.2
    equal = np.ones(3) / 3
    e = np.eye(3)[2]
    equal_power = -order(interaction_error(cell, equal, Q, 0.05 * e),
                         interaction_error(cell, equal, Q, 0.10 * e), 2)
    if ratio > 1:
        assert abs(equal_power - 2) < 0.15
    tetragonal[ratio] = (D, powers[1], equal_power)
assert max(abs(tetragonal[1.0][0] - 1 / 3)) < 1e-7
assert tetragonal[2.0][0][2] < 0

# The Madelung constant leaves a term 2 pi r^2/(3 V) in a cubic cell.
r_test = 0.05
quadratic = ewald_remainder((1, 1, 1), (r_test, 0, 0)) - madelung
assert abs(quadratic - 2 * np.pi * r_test**2 / 3) < 5e-5


# Exchange model: mixing between the two sites and band projector.
def mixing(kx, ky, kz):
    return (8 * HOP * np.cos(kx * A / 2) * np.cos(ky * A / 2)
            * np.cos(kz * A / 2))


def projector(kx, ky, kz):
    g = mixing(kx, ky, kz)
    energy = np.sqrt(ONSITE**2 + g**2)
    return (0.5 * (1 - ONSITE / energy), 0.5 * (1 + ONSITE / energy),
            -0.5 * g / energy)


def exchange_summand(k):
    gk = mixing(*k)
    ek = np.sqrt(ONSITE**2 + gk**2)

    def summand(px, py, pz):
        p2 = px * px + py * py + pz * pz
        g = mixing(k[0] - px, k[1] - py, k[2] - pz)
        overlap = 0.5 * (1 + (ONSITE**2 + gk * g)
                         / (ek * np.sqrt(ONSITE**2 + g * g)))
        return overlap * np.exp(-S2 * p2) / p2
    return summand


def real_space_exchange(k, mesh=32, reach=10):
    """Exchange from the density matrix and Coulomb integrals in real space."""
    q = B * np.arange(mesh) / mesh
    matrices = projector(q[:, None, None], q[None, :, None],
                         q[None, None, :])
    band = projector(*k)
    total = 0.0
    for block, multiplicity, shift in ((0, 1, 0.0), (1, 1, 0.0),
                                       (2, 2, 0.5)):
        r = A * (np.arange(-reach, reach + 1) + shift)
        C = np.cos(np.outer(r, q)) / mesh
        density = np.einsum("ai,bj,ck,ijk->abc", C, C, C,
                            matrices[block], optimize=True)
        d = np.sqrt(r[:, None, None]**2 + r[None, :, None]**2
                    + r[None, None, :]**2)
        safe = np.where(d > 0, d, 1.0)
        coulomb = np.where(d > 0, erf(safe / (2 * WIDTH)) / safe,
                           1 / (WIDTH * np.sqrt(np.pi)))
        phase = (np.cos(k[0] * r)[:, None, None]
                 * np.cos(k[1] * r)[None, :, None]
                 * np.cos(k[2] * r)[None, None, :])
        total += multiplicity * band[block] * np.sum(
            density * coulomb * phase)
    return -E2 * total


k_gamma = (0.0, 0.0, 0.0)
k_x = (np.pi / A, 0.0, 0.0)
exact_gamma = real_space_exchange(k_gamma)
exact_x = real_space_exchange(k_x)
errors = {}
offset_x = {}
summand_x = exchange_summand(k_x)
nonzero_g = periodized(summand_x, 0.0, 0.0, 0.0, skip_zero=True)
for n in SIZES:
    prefactor = -4 * np.pi * E2 / (n**3 * OMEGA)
    regular = regular_sum(summand_x, n)
    dropped = prefactor * (regular + nonzero_g)
    constant = dropped + prefactor / limit[n]**2
    offset_x[n] = prefactor * (regular + star_mean(summand_x, radius[n]))
    errors[n] = np.array([dropped, constant, offset_x[n]]) - exact_x
orders = [order(errors[12][i], errors[24][i], 2) for i in range(3)]
assert abs(orders[0] - 1) < 0.05
assert abs(orders[1] - 3) < 0.2
assert abs(orders[2] - 5) < 0.4

# Quadratic loss of band overlap predicts the Madelung-only error.
overlap_curvature = (8 * HOP * A / 2)**2 / (4 * ONSITE**2)
predicted = (-4 * np.pi * E2 / (24**3 * OMEGA)
             * (S2 + overlap_curvature / 3))
assert abs(errors[24][1] / predicted - 1) < 0.02

summand_gamma = exchange_summand(k_gamma)
offset_gamma = (-4 * np.pi * E2 / (12**3 * OMEGA)
                * (regular_sum(summand_gamma, 12)
                   + star_mean(summand_gamma, radius[12])))
assert abs(offset_gamma - exact_gamma) < 1e-5


# Screened head with quartic cubic anisotropy in its denominator.
def screened(px, py, pz):
    x2, y2, z2 = px * px, py * py, pz * pz
    p2 = x2 + y2 + z2
    return np.exp(-S2 * p2) / (EPS * p2 + KAPPA * (x2**2 + y2**2 + z2**2))


xp, wp = np.polynomial.legendre.leggauss(80)
pmax = 8.5
p, wp = pmax * (xp + 1) / 2, pmax * wp / 2
xm, wm = np.polynomial.legendre.leggauss(40)
phi = 2 * np.pi * np.arange(48) / 48
sin2 = 1 - xm**2
quartic = (sin2[:, None]**2 * (np.cos(phi)**4 + np.sin(phi)**4)[None, :]
           + xm[:, None]**4)
radial = np.exp(-S2 * p**2)[:, None, None] / (
    EPS + KAPPA * p[:, None, None]**2 * quartic[None, :, :])
continuum = np.sum(wp[:, None, None] * wm[None, :, None] * radial
                   * 2 * np.pi / 48) * E2 * 4 * np.pi / (2 * np.pi)**3
screened_error = {}
for n in (12, 24):
    value = 4 * np.pi * E2 / (n**3 * OMEGA) * (
        regular_sum(screened, n) + star_mean(screened, radius[n]))
    screened_error[n] = value - continuum
screened_order = order(screened_error[12], screened_error[24], 2)
assert abs(screened_order - 3) < 0.3

print(f"Lattice constant a: {A:.1f} angstrom")
print(f"Auxiliary alpha: {ALPHA:.1f} angstrom^2")
print(f"Gaussian width s: {WIDTH:.1f} angstrom")
print(f"On-site energies: +/-{ONSITE:.1f} eV; hopping: {HOP:.2f} eV")
print(f"Squared charge e^2: {E2:.6f} eV angstrom")
print(f"Zone mean of F, formula: {mean_auxiliary(ALPHA):.8f} angstrom^2")
print(f"Zone mean of F, quadrature: {quadrature:.8f} angstrom^2")
print(f"Madelung number v_M*L, Ewald: {madelung:.6f} (no unit)")
print(f"Madelung number, neutral cubes: {direct:.6f} (no unit)")
print(f"Limiting Q/(2 pi/L): {limit[4] * 4 / B:.6f} (no unit)")
for n in SIZES:
    print(f"n={n}: Q={radius[n]:.8f} 1/angstrom, "
          f"Q/limit-1={deviation[n]:.3e}")
print(f"Order of Q deviation in 1/L: {radius_order:.3f}")
print(f"n=8, alpha halved: Q={radius_half_alpha:.8f} 1/angstrom")
print(f"Exact exchange at Gamma: {exact_gamma:.8f} eV")
print(f"Exact exchange at X: {exact_x:.8f} eV = {exact_x/HARTREE:.8f} Ha")
print(f"Exact X minus Gamma: {exact_x - exact_gamma:.8f} eV")
print(f"n=12 offset exchange at Gamma: {offset_gamma:.8f} eV")
print(f"n=12 offset error at Gamma: {offset_gamma-exact_gamma:.3e} eV")
print("Errors at X in eV: dropped / Madelung constant / offset-Gamma")
for n in SIZES:
    print(f"n={n}: {errors[n][0]:.6e} / {errors[n][1]:.6e} / "
          f"{errors[n][2]:.6e}")
for n in SIZES:
    print(f"n={n}: offset exchange at X = {offset_x[n]:.8f} eV")
print("Error orders at X, n=12 to 24: "
      + " / ".join(f"{value:.3f}" for value in orders))
print(f"Overlap curvature at X: {overlap_curvature:.4f} angstrom^2")
print(f"Predicted Madelung-only error, n=24: {predicted:.6e} eV")
print(f"Screened model: epsilon={EPS:.1f}, kappa={KAPPA:.1f} angstrom^2")
print(f"Screened continuum value: {continuum:.8f} eV")
for n in (12, 24):
    print(f"Screened offset error, n={n}: {screened_error[n]:.6e} eV")
print(f"Screened error order: {screened_order:.3f}")
for ratio, (D, tuned, equal_power) in tetragonal.items():
    print(f"c/a={ratio:.1f}: D_x={D[0]:.6f}, D_z={D[2]:.6f} (no unit)")
    print(f"  z error powers of r: tuned {tuned:.3f}, "
          f"equal weights {equal_power:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Lattice constant a: 4.0 angstrom
Auxiliary alpha: 1.0 angstrom^2
Gaussian width s: 0.8 angstrom
On-site energies: +/-4.0 eV; hopping: 0.25 eV
Squared charge e^2: 14.399645 eV angstrom
Zone mean of F, formula: 2.87339395 angstrom^2
Zone mean of F, quadrature: 2.87339395 angstrom^2
Madelung number v_M*L, Ewald: -2.837297 (no unit)
Madelung number, neutral cubes: -2.837301 (no unit)
Limiting Q/(2 pi/L): 0.334944 (no unit)
n=4: Q=0.13155237 1/angstrom, Q/limit-1=1.524e-04
n=8: Q=0.06576678 1/angstrom, Q/limit-1=9.424e-06
n=12: Q=0.04384419 1/angstrom, Q/limit-1=1.858e-06
n=24: Q=0.02192206 1/angstrom, Q/limit-1=1.160e-07
Order of Q deviation in 1/L: 4.002
n=8, alpha halved: Q=0.06576672 1/angstrom
Exact exchange at Gamma: -9.85797764 eV
Exact exchange at X: -10.08855630 eV = -0.37074761 Ha
Exact X minus Gamma: -0.23057866 eV
n=12 offset exchange at Gamma: -9.85797703 eV
n=12 offset error at Gamma: 6.109e-07 eV
Errors at X in eV: dropped / Madelung constant / offset-Gamma
n=4: 2.522008e+00 / -3.149725e-02 / 3.959425e-04
n=8: 1.272773e+00 / -3.979210e-03 / 1.317298e-05
n=12: 8.499868e-01 / -1.181510e-03 / 1.746300e-06
n=24: 4.254363e-01 / -1.478772e-04 / 5.473305e-08
n=4: offset exchange at X = -10.08816036 eV
n=8: offset exchange at X = -10.08854313 eV
n=12: offset exchange at X = -10.08855455 eV
n=24: offset exchange at X = -10.08855624 eV
Error orders at X, n=12 to 24: 0.998 / 2.998 / 4.996
Overlap curvature at X: 0.2500 angstrom^2
Predicted Madelung-only error, n=24: -1.479403e-04 eV
Screened model: epsilon=4.0, kappa=2.0 angstrom^2
Screened continuum value: 2.16261130 eV
Screened offset error, n=12: -3.056675e-04 eV
Screened offset error, n=24: -3.859532e-05 eV
Screened error order: 2.985
c/a=1.0: D_x=0.333333, D_z=0.333333 (no unit)
  z error powers of r: tuned 4.002, equal weights 4.001
c/a=1.2: D_x=0.422794, D_z=0.154412 (no unit)
  z error powers of r: tuned 3.996, equal weights 1.967
c/a=2.0: D_x=0.718784, D_z=-0.437569 (no unit)
  z error powers of r: tuned 3.991, equal weights 1.990
ALL CHECKS PASSED
```
